# Weak-Field Hall Factor of Silicon's Six Valleys at Constant Lifetime: test program

```python
"""
Weak-field Hall factor of electrons in silicon's six ellipsoidal valleys.

Result under test, for one constant scalar lifetime tau in all valleys:
    r_H = 3 K (K + 2) / (2 K + 1)^2,   K = m_l / m_t,
where R_H = -r_H / (n e), n is the total electron density, and m_l and m_t
are the longitudinal and transverse masses in units of the electron mass.

Reduced units in the transport routines: mass m_e, energy k_B T, time tau,
conductivity n e^2 tau / m_e, and magnetic field b = e B tau / m_e.
Opposite valleys have identical tensors, so three valley pairs suffice.
The independent road follows orbits backwards in the magnetic field and
integrates their velocity memory over k-space (Chambers solution).
"""
import numpy as np
import sympy as sp
from scipy import constants as const

M_L, M_T = 0.92, 0.19
VALLEYS = np.array([[M_L, M_T, M_T], [M_T, M_L, M_T], [M_T, M_T, M_L]])
Z_AXIS = np.array([0.0, 0.0, 1.0])


def skew(a):
    """Matrix whose product with v is the cross product a x v."""
    return np.array([[0, -a[2], a[1]], [a[2], 0, -a[0]], [-a[1], a[0], 0]])


def hall_vector(sigma, b):
    """Hall factor times field direction, from the inverted conductivity."""
    rho = np.linalg.inv(sigma)
    a = 0.5 * np.array([rho[2, 1] - rho[1, 2],
                        rho[0, 2] - rho[2, 0],
                        rho[1, 0] - rho[0, 1]])
    return -a / b


def orbit_conductivity(valleys, b, axis, alpha=0.0, power=0.0, eta=None,
                       n_radial=60, n_steps=400):
    """Boltzmann conductivity from backward orbits.

    alpha: nonparabolicity times k_B T; power: tau proportional to E^power;
    eta: Fermi level over k_B T (None means Maxwell-Boltzmann statistics).
    """
    x, wx = np.polynomial.legendre.leggauss(n_radial)
    q = 4.5 * (x + 1)
    wq = 4.5 * wx * q**2
    c, wc = np.polynomial.legendre.leggauss(4)
    phi = 2 * np.pi * np.arange(6) / 6
    qq, cc, pp = np.meshgrid(q, c, phi, indexing="ij")
    s = np.sqrt(1 - cc**2)
    points = np.stack([qq * s * np.cos(pp), qq * s * np.sin(pp), qq * cc],
                      axis=-1).reshape(-1, 3)
    weight = (wq[:, None, None] * wc[None, :, None]
              * np.full(6, 2 * np.pi / 6)[None, None, :]).ravel()
    gamma = 0.5 * np.sum(points**2, axis=1)
    energy = 2 * gamma / (1 + np.sqrt(1 + 4 * alpha * gamma))
    tau = energy**power
    if eta is None:
        occupation = np.exp(-energy)
        slope = occupation
    else:
        occupation = 1 / (np.exp(energy - eta) + 1)
        slope = occupation * (1 - occupation)
    h = 25.0 / n_steps
    simpson = np.ones(n_steps + 1)
    simpson[1:-1:2] = 4
    simpson[2:-1:2] = 2
    simpson *= h / 3
    turn = b * skew(axis)
    sigma = np.zeros((3, 3))
    for mass in valleys:
        def velocity(k):
            g = 0.5 * ((k * k) @ (1 / mass))
            return k / mass / np.sqrt(1 + 4 * alpha * g)[:, None]

        def backward(k):
            return tau[:, None] * (velocity(k) @ turn)

        k = points * np.sqrt(mass)
        v_start = velocity(k)
        memory = np.zeros_like(k)
        for i in range(n_steps + 1):
            memory += simpson[i] * np.exp(-i * h) * velocity(k)
            if i < n_steps:
                k1 = backward(k)
                k2 = backward(k + 0.5 * h * k1)
                k3 = backward(k + 0.5 * h * k2)
                k4 = backward(k + h * k3)
                k = k + h * (k1 + 2 * k2 + 2 * k3 + k4) / 6
        sigma += (v_start * (weight * slope * tau)[:, None]).T @ memory
    return sigma / (len(valleys) * np.sum(weight * occupation))


def drift_conductivity(friction, b, axis, shares=None):
    """Sum of valley tensors; friction is mass over relative lifetime."""
    if shares is None:
        shares = np.full(len(friction), 1 / len(friction))
    return sum(p * np.linalg.inv(np.diag(f) - b * skew(axis))
               for p, f in zip(shares, friction))


def hall_formula(ratio):
    return 3 * ratio * (ratio + 2) / (2 * ratio + 1)**2


K = M_L / M_T
r_formula = hall_formula(K)
m_c = 3 / (1 / M_L + 2 / M_T)
pair_average = (2 / (M_L * M_T) + 1 / M_T**2) / 3
weak = 1e-3

# Symbolic inversion of the summed tensor for arbitrary mass ratio.
Ks, bs = sp.symbols("K b", positive=True)
B_sym = sp.Matrix([[0, -bs, 0], [bs, 0, 0], [0, 0, 0]])
sigma_sym = sp.zeros(3, 3)
for masses in [(Ks, 1, 1), (1, Ks, 1), (1, 1, Ks)]:
    sigma_sym += (sp.diag(*masses) - B_sym).inv() / 3
sxx, sxy = sigma_sym[0, 0], sigma_sym[0, 1]
syx, syy = sigma_sym[1, 0], sigma_sym[1, 1]
rho_yx = -syx / (sxx * syy - sxy * syx)
r_sym = sp.factor(sp.simplify(-sp.diff(rho_yx, bs).subs(bs, 0)))
assert sp.simplify(r_sym - hall_formula(Ks)) == 0
assert sp.simplify(r_sym - 1 + ((Ks - 1) / (2 * Ks + 1))**2) == 0
assert sp.limit(r_sym, Ks, sp.oo) == sp.Rational(3, 4)
assert sp.limit(r_sym, Ks, 0) == 0

# Matrix identity behind independence of the field direction.
test_field = np.array([0.3, -0.7, 0.5])
for mass in VALLEYS:
    inv_mass = np.diag(1 / mass)
    assert np.allclose(inv_mass @ skew(test_field) @ inv_mass,
                       skew(mass * test_field) / np.prod(mass), atol=1e-12)

# Orbit calculation: three field directions; residual is of order (b/m_t)^2.
orbit_r = []
for direction in ([0, 0, 1], [1, 1, 1], [1, 2, 3]):
    axis = np.array(direction, float) / np.linalg.norm(direction)
    sigma = orbit_conductivity(VALLEYS, weak, axis)
    vector = hall_vector(sigma, weak)
    assert np.allclose(vector, r_formula * axis, atol=1e-4)
    orbit_r.append(vector @ axis)
    if direction == [0, 0, 1]:
        assert abs(sigma[0, 0] * m_c - 1) < 1e-4
        assert abs(-sigma[0, 1] / weak / pair_average - 1) < 2e-4
coarse = hall_vector(orbit_conductivity(VALLEYS, weak, Z_AXIS, n_radial=30,
                                      n_steps=200), weak)[2]
mesh_shift = orbit_r[0] - coarse
assert abs(mesh_shift) < 1e-5

# A lone anisotropic valley has no reduction, even outside weak field.
single_r = hall_vector(orbit_conductivity(VALLEYS[:1], 0.1, Z_AXIS), 0.1)[2]
assert abs(single_r - 1) < 1e-5

# Degeneracy leaves the constant-lifetime result unchanged.
degenerate_r = hall_vector(
    orbit_conductivity(VALLEYS, weak, Z_AXIS, eta=5.0), weak)[2]
assert abs(degenerate_r - r_formula) < 1e-4

# Variance of inverse masses explains the reduction.
inverse_masses = 1 / VALLEYS[0]
variance_term = np.var(inverse_masses) / (2 * np.mean(inverse_masses)**2)
assert abs(orbit_r[0] - (1 - variance_term)) < 1e-4

# Energy-dependent lifetime, tau proportional to E^(-1/2).
acoustic_r = hall_vector(
    orbit_conductivity(VALLEYS, weak, Z_AXIS, power=-0.5), weak)[2]
lifetime_factor = 3 * np.pi / 8
assert abs(acoustic_r - lifetime_factor * r_formula) < 1e-3

# Anisotropic constant lifetime: only the longitudinal friction is changed.
anisotropic_r = {}
for life_ratio in (0.67, 1.5):
    friction = np.where(VALLEYS == M_L, M_L / life_ratio, M_T)
    value = hall_vector(drift_conductivity(friction, weak, Z_AXIS), weak)[2]
    assert abs(value - hall_formula(K / life_ratio)) < 1e-4
    anisotropic_r[life_ratio] = value

strong_r = hall_vector(drift_conductivity(VALLEYS, 100.0, Z_AXIS), 100.0)[2]
assert abs(strong_r - 1) < 1e-4

# Hall bar in SI units.
e, m_e, k_B, hbar = const.e, const.m_e, const.k, const.hbar
temperature = 300.0
density = 1e21
lifetime = 0.2e-12
field = 0.5
thickness, width, current = 10e-6, 1e-3, 1e-4
thermal_energy = k_B * temperature
mobility = e * lifetime / (m_c * m_e)
hall_mobility = r_formula * mobility
hall_coefficient = -r_formula / (density * e)
current_density = current / (thickness * width)
hall_voltage = abs(hall_coefficient) * current_density * field * width
b_bar = e * field * lifetime / m_e
sigma_bar = drift_conductivity(VALLEYS, b_bar, Z_AXIS)
sigma_bar_orbit = orbit_conductivity(VALLEYS, b_bar, Z_AXIS)
assert np.allclose(sigma_bar, sigma_bar_orbit, rtol=1e-5, atol=1e-6)
finite_r = hall_vector(sigma_bar, b_bar)[2]

# Full-field voltage: solve for the electric field at fixed current.
sigma_si = sigma_bar_orbit * density * e**2 * lifetime / m_e
electric = np.linalg.solve(sigma_si, np.array([current_density, 0.0, 0.0]))
full_voltage = abs(electric[1]) * width
assert electric[1] < 0
assert abs(full_voltage / hall_voltage - 1) < 0.01
apparent_density = 1 / (e * abs(hall_coefficient))

# Effects left out of the constant-lifetime parabolic model.
alpha_ev = 0.5
alpha_reduced = alpha_ev * thermal_energy / e
sigma_np = orbit_conductivity(VALLEYS, weak, Z_AXIS, alpha=alpha_reduced)
nonparabolic_r = hall_vector(sigma_np, weak)[2]
nonparabolic_mobility = sigma_np[0, 0] * m_c - 1
splitting_mev = 10.0
boltzmann = np.exp(splitting_mev * 1e-3 * e / thermal_energy)
shares = np.array([1.0, 1.0, boltzmann])
shares /= shares.sum()
strained_r = hall_vector(
    drift_conductivity(VALLEYS, weak, Z_AXIS, shares), weak)[2]
landau_ratio = hbar * e * field / (M_T * m_e) / thermal_energy
m_dos = (M_L * M_T**2)**(1 / 3) * m_e
band_density = 12 * (m_dos * thermal_energy / (2 * np.pi * hbar**2))**1.5
drift_speed = mobility * abs(electric[0])
thermal_speed = np.sqrt(3 * thermal_energy / (m_c * m_e))

print(f"longitudinal mass m_l = {M_L:.2f} m_e")
print(f"transverse mass m_t = {M_T:.2f} m_e")
print(f"mass ratio K = {K:.4f}")
print(f"conductivity mass m_c = {m_c:.4f} m_e")
print(f"mean 1/(m_x m_y) = {pair_average:.4f} 1/m_e^2")
print(f"Hall factor, formula = {r_formula:.5f}")
print(f"reduction 1 - r_H = {1 - r_formula:.5f}")
print(f"Var(w)/(2 mean(w)^2) = {variance_term:.5f}")
print(f"reduced field in weak-field orbit tests b = {weak:.3f}")
print(f"Hall factor, orbits, B along 001 = {orbit_r[0]:.5f}")
print(f"Hall factor, orbits, B along 111 = {orbit_r[1]:.5f}")
print(f"Hall factor, orbits, B along 123 = {orbit_r[2]:.5f}")
print(f"shift, 30 to 60 radial and 200 to 400 time steps = {mesh_shift:.1e}")
print(f"Hall factor, one valley alone, b = 0.1: {single_r:.5f}")
print(f"Hall factor, Fermi level 5 kT above edge = {degenerate_r:.5f}")
print(f"Hall factor, strong classical field b = 100: {strong_r:.5f}")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {thermal_energy / e * 1e3:.2f} meV")
print(f"electron density = {density * 1e-6:.2e} cm^-3")
print(f"lifetime = {lifetime * 1e12:.2f} ps")
print(f"magnetic field = {field:.2f} T")
print(f"bar thickness = {thickness * 1e6:.1f} um")
print(f"bar width = {width * 1e3:.1f} mm")
print(f"current = {current * 1e3:.2f} mA")
print(f"current density = {current_density * 1e-4:.3f} A/cm^2")
print(f"conductivity mobility = {mobility * 1e4:.1f} cm^2/Vs")
print(f"Hall mobility = {hall_mobility * 1e4:.1f} cm^2/Vs")
print(f"Hall coefficient = {hall_coefficient * 1e6:.1f} cm^3/C")
print(f"Hall voltage magnitude, weak-field = {hall_voltage * 1e3:.3f} mV")
print(f"Hall voltage magnitude, full-field = {full_voltage * 1e3:.3f} mV")
print(f"density inferred with r_H = 1: {apparent_density * 1e-6:.4e} cm^-3")
print(f"density overestimate = {(apparent_density / density - 1) * 100:.2f} %")
print(f"mobility times field = {mobility * field:.4f}")
print(f"Hall factor at the bar's field = {finite_r:.5f}")
print(f"lifetime factor for tau ~ E^(-1/2) = {lifetime_factor:.4f}")
print(f"Hall factor, orbits, tau ~ E^(-1/2) = {acoustic_r:.4f}")
for life_ratio, value in anisotropic_r.items():
    print(f"Hall factor, tau_l/tau_t = {life_ratio:.2f}: {value:.4f}")
print(f"nonparabolicity, rough input = {alpha_ev:.2f} 1/eV")
print(f"Hall factor with nonparabolicity = {nonparabolic_r:.4f}")
print(f"mobility change, nonparabolic = {nonparabolic_mobility * 100:.2f} %")
print(f"strain lowering of z valley pair = {splitting_mev:.1f} meV")
print(f"population share of z pair = {shares[2]:.4f}")
print(f"Hall factor with this strain, B along z = {strained_r:.4f}")
print(f"largest Landau spacing / thermal energy = {landau_ratio:.4f}")
print(f"density / effective band density = {density / band_density:.2e}")
print(f"electric field along bar = {electric[0] * 1e-2:.3f} V/cm")
print(f"drift speed / thermal speed = {drift_speed / thermal_speed:.2e}")
print("tests ok")
```

Printed output:

```
longitudinal mass m_l = 0.92 m_e
transverse mass m_t = 0.19 m_e
mass ratio K = 4.8421
conductivity mass m_c = 0.2583 m_e
mean 1/(m_x m_y) = 13.0475 1/m_e^2
Hall factor, formula = 0.87068
reduction 1 - r_H = 0.12932
Var(w)/(2 mean(w)^2) = 0.12932
reduced field in weak-field orbit tests b = 0.001
Hall factor, orbits, B along 001 = 0.87068
Hall factor, orbits, B along 111 = 0.87068
Hall factor, orbits, B along 123 = 0.87068
shift, 30 to 60 radial and 200 to 400 time steps = 5.5e-06
Hall factor, one valley alone, b = 0.1: 1.00000
Hall factor, Fermi level 5 kT above edge = 0.87068
Hall factor, strong classical field b = 100: 0.99999
temperature = 300 K
thermal energy = 25.85 meV
electron density = 1.00e+15 cm^-3
lifetime = 0.20 ps
magnetic field = 0.50 T
bar thickness = 10.0 um
bar width = 1.0 mm
current = 0.10 mA
current density = 1.000 A/cm^2
conductivity mobility = 1361.7 cm^2/Vs
Hall mobility = 1185.6 cm^2/Vs
Hall coefficient = -5434.4 cm^3/C
Hall voltage magnitude, weak-field = 27.172 mV
Hall voltage magnitude, full-field = 27.161 mV
density inferred with r_H = 1: 1.1485e+15 cm^-3
density overestimate = 14.85 %
mobility times field = 0.0681
Hall factor at the bar's field = 0.87034
lifetime factor for tau ~ E^(-1/2) = 1.1781
Hall factor, orbits, tau ~ E^(-1/2) = 1.0257
Hall factor, tau_l/tau_t = 0.67: 0.8376
Hall factor, tau_l/tau_t = 1.50: 0.9107
nonparabolicity, rough input = 0.50 1/eV
Hall factor with nonparabolicity = 0.8719
mobility change, nonparabolic = -6.04 %
strain lowering of z valley pair = 10.0 meV
population share of z pair = 0.4240
Hall factor with this strain, B along z = 0.9123
largest Landau spacing / thermal energy = 0.0118
density / effective band density = 3.64e-05
electric field along bar = 4.590 V/cm
drift speed / thermal speed = 2.72e-04
tests ok
```
